\section*{Landau Levels at the Merging of Two Dirac Points}

\section{The choice of scalar operator}

A calculation of Landau levels at a Dirac-point merging can be reduced to a one-dimensional eigenvalue problem, and the implementer must decide which operator to diagonalize. The dispersion suggests the quartic oscillator $p^2+u^4$. The correct operator is
\begin{equation}
p^2+u^4-2u ,
\label{eq:operator}
\end{equation}
whose linear term comes from a commutator. Both choices give levels proportional to $B^{2/3}$, so the field dependence does not reveal a wrong choice. The prefactor does: for the lowest level the square root of the eigenvalue is 0.750 with the linear term and 1.030 without it. If a lowest level is fitted with the second number, the energy scale comes out too small by the factor $0.750/1.030=0.728$. The band parameter $c^2/m$, which is proportional to the cube of that scale, comes out too small by the factor 0.386.

The result derived below is
\begin{equation}
E_{n,\pm}=\pm\left(\frac{c^2B^2}{2m}\right)^{1/3}\sqrt{e_n},\qquad n=0,1,2,\dots
\label{eq:result}
\end{equation}
where $e_n>0$ are the eigenvalues of (\ref{eq:operator}), $m$ is the mass along the quadratic axis and $c$ the velocity along the linear axis. It holds for a uniform field, at exact merging, to leading order in momentum, without spin, disorder or interactions. The algebra uses atomic units with electron charge $-1$, and $c,m,B>0$.

\section{Hamiltonian at the merging point}

Take a honeycomb-type lattice with two sites per cell. Each site has one bond $t'$ along $y$ and two equivalent bonds $t$. With lattice constants $a_x,a_y$ of the centred rectangular cell, the off-diagonal element of the Bloch Hamiltonian is
\begin{equation}
f(\mathbf k)=t'+2t\cos\frac{k_xa_x}{2}\,e^{ik_ya_y/2}.
\end{equation}
At $k_y=2\pi/a_y$ the exponential equals $-1$, and $f$ vanishes where $\cos(k_xa_x/2)=t'/2t$. For $t'<2t$ this gives two Dirac points at opposite $k_x$. They meet at $k_x=0$ when $t'=2t$. Unstrained graphene, with three equal bonds, is far from this condition.

Let $\mathbf q$ be the momentum measured from the merging point. At $t'=2t$,
\begin{align}
f&=2t-2t\cos\frac{q_xa_x}{2}\,e^{iq_ya_y/2}\nonumber\\
&\approx 2t-2t\left(1-\frac{q_x^2a_x^2}{8}\right)\left(1+\frac{iq_ya_y}{2}\right)\nonumber\\
&\approx \frac{ta_x^2}{4}q_x^2-i\,ta_y\,q_y .
\end{align}
Here $q_x^2$ and $q_y$ count as the same order, because both are proportional to the energy. The dropped terms $q_y^2$, $q_x^2q_y$ and $q_x^4$ are smaller by one power of energy over $t$. The upper right element of $\sigma_y$ is $-i$, so
\begin{equation}
H=\frac{q_x^2}{2m}\sigma_x+c\,q_y\sigma_y,\qquad \frac{1}{2m}=\frac{ta_x^2}{4},\quad c=ta_y .
\end{equation}
Squaring at zero field gives $E=\pm\sqrt{(q_x^2/2m)^2+c^2q_y^2}$, which is quadratic along $x$ and linear along $y$.

\section{Proof of the field scaling}

In a field, $\mathbf q$ is replaced by $\boldsymbol\Pi=\mathbf p+\mathbf A$, with $[\Pi_x,\Pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB$. Choose $\mathbf A=(-By,0)$. Then $x$ does not appear in $H$, $p_x$ has the conserved value $k_x$, and
\begin{equation}
\Pi_x=k_x-By=-B\eta,\qquad \eta=y-\frac{k_x}{B},\qquad \Pi_y=p_\eta .
\end{equation}
This gauge turns the quadratic momentum into a multiplication operator:
\begin{equation}
H=\frac{B^2\eta^2}{2m}\sigma_x+c\,p_\eta\sigma_y .
\end{equation}
The levels do not depend on $k_x$, which sets only the centre of the orbit. Now put $\eta=\ell u$ and $p_\eta=p/\ell$ with $p=-i\,d/du$:
\begin{equation}
H=\frac{B^2\ell^2}{2m}u^2\sigma_x+\frac{c}{\ell}\,p\,\sigma_y .
\end{equation}
The two coefficients are equal if $B^2\ell^2/2m=c/\ell$, that is,
\begin{equation}
\ell^3=\frac{2mc}{B^2},\qquad
\varepsilon\equiv\frac{c}{\ell}=\left(c^3\,\frac{B^2}{2mc}\right)^{1/3}=\left(\frac{c^2B^2}{2m}\right)^{1/3}.
\end{equation}
Therefore
\begin{equation}
H=\varepsilon h,\qquad h=u^2\sigma_x+p\,\sigma_y .
\label{eq:h}
\end{equation}
The operator $h$ contains neither $B$ nor any band parameter. Its eigenvalues are pure numbers, and every level of $H$ is such a number times $\varepsilon\propto B^{2/3}$. Within this model the law is exact for each $n$ and does not rest on a semiclassical argument.

\section{Reduction to a scalar oscillator}

Since $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$ and $[u^2,p]=2iu$,
\begin{align}
h^2&=u^4+p^2+u^2p\,\sigma_x\sigma_y+p\,u^2\sigma_y\sigma_x\nonumber\\
&=u^4+p^2+i\sigma_z[u^2,p]\nonumber\\
&=p^2+u^4-2u\,\sigma_z .
\end{align}
The linear term is present because the two parts of $H$ do not commute in a field. To recover the levels of $h$ itself, define $D=u^2+d/du$ and $D^\dagger=u^2-d/du$. Because $ip=d/du$,
\begin{equation}
h=\begin{pmatrix}0&D^\dagger\\ D&0\end{pmatrix}.
\end{equation}
Acting on a function $\varphi$,
\begin{align}
D^\dagger D\varphi&=u^2(u^2\varphi+\varphi')-(u^2\varphi+\varphi')'\nonumber\\
&=-\varphi''+u^4\varphi-2u\varphi ,
\end{align}
and $DD^\dagger$ has $+2u$ instead. The reflection $u\to-u$ exchanges the two operators, so they have the same eigenvalues and either may be diagonalized.

The potential $u^4-2u$ grows without bound on both sides, so the spectrum is discrete. It is also nondegenerate: two normalizable solutions with the same eigenvalue have a constant Wronskian that vanishes at infinity, and are thus proportional. Let $D^\dagger D\varphi_n=e_n\varphi_n$ with $\varphi_n$ normalized. Then $e_n=\|D\varphi_n\|^2\ge0$. The value zero would require $D\varphi=0$, whose solution $e^{-u^3/3}$ diverges at $u\to-\infty$. Hence $e_0>0$. In the same way $D^\dagger\chi=0$ gives $e^{u^3/3}$, which diverges at $u\to+\infty$, so $h$ has no zero mode.

For $s=\pm1$ define
\begin{equation}
\psi_{n,s}=\frac{1}{\sqrt2}\begin{pmatrix}\varphi_n\\ s\,D\varphi_n/\sqrt{e_n}\end{pmatrix}.
\end{equation}
Applying $h$ gives the upper component $sD^\dagger D\varphi_n/\sqrt{2e_n}=s\sqrt{e_n}\,\varphi_n/\sqrt2$ and the lower component $D\varphi_n/\sqrt2$. Thus $h\psi_{n,s}=s\sqrt{e_n}\,\psi_{n,s}$. Conversely, an eigenvector of $h$ with eigenvalue $\lambda\ne0$ has an upper component that satisfies $D^\dagger D\varphi=\lambda^2\varphi$, and its lower component must be $D\varphi/\lambda$. There is therefore one level of each sign for each $n$ and $k_x$, which completes the proof of (\ref{eq:result}).

An isolated Dirac point has $u$ in place of $u^2$ in (\ref{eq:h}). The equation $(u+d/du)\varphi=0$ then has the normalizable solution $e^{-u^2/2}$, a zero mode. At merging the coefficient of $\sigma_x$ does not change sign, and this solution is lost.

\section{Large quantum numbers}

For large $n$ the quantization condition for (\ref{eq:operator}) is
\begin{equation}
2\int\sqrt{e-u^4+2u}\;du=2\pi\left(n+\tfrac12\right),
\end{equation}
with the integral taken between the turning points. To first order the linear term contributes $2\int u\,(e-u^4)^{-1/2}du$, which is zero because the integrand is odd. In the remaining integral put $u=e^{1/4}w$:
\begin{equation}
2\int\sqrt{e-u^4}\,du=4I\,e^{3/4},\qquad I=\int_0^1\sqrt{1-w^4}\,dw .
\end{equation}
The substitution $v=w^4$ turns $I$ into a beta function:
\begin{equation}
I=\frac14\int_0^1v^{-3/4}(1-v)^{1/2}dv=\frac{\sqrt\pi\,\Gamma(1/4)}{8\,\Gamma(7/4)}=0.8740 .
\end{equation}
Solving $4Ie^{3/4}=2\pi(n+\frac12)$ for $\sqrt e$ gives
\begin{equation}
\sqrt{e_n}\approx\left[\frac{\pi}{2I}\left(n+\tfrac12\right)\right]^{2/3}=\left[1.797\left(n+\tfrac12\right)\right]^{2/3}.
\label{eq:sc}
\end{equation}
After the same rescaling the linear term has the relative coefficient $2e^{-3/4}$. Its second-order effect on the action is of order $e^{3/4}e^{-3/2}=e^{-3/4}$, or $1/n$. It thus fades at large $n$, as do the higher semiclassical corrections.

\begin{center}
\begin{tabular}{cccc}
$n$ & $\sqrt{e_n}$ & without $-2u$ & Eq.~(\ref{eq:sc})\\
0 & 0.7498 & 1.0297 & 0.9312\\
1 & 1.9259 & 1.9493 & 1.9370\\
2 & 2.7153 & 2.7305 & 2.7229\\
5 & 4.6032 & 4.6085 & 4.6058
\end{tabular}
\end{center}

Relative to $\sqrt{e_n}$, the semiclassical value is 24\% too high at $n=0$, 0.6\% at $n=1$ and 0.02\% at $n=8$. Formula (\ref{eq:sc}) can serve from $n=1$ upward if an error below one per cent is acceptable. The lowest level needs the numerical eigenvalue.

\section{Detuning from the merging point}

If $t'=2t+\Delta$, the constant $\Delta$ adds to $q_x^2/2m$. With $\delta=\Delta/\varepsilon$ the scaled Hamiltonian is $(u^2+\delta)\sigma_x+p\sigma_y$. A constant commutes with $p$, so the scalar operator becomes
\begin{equation}
p^2+(u^2+\delta)^2-2u .
\end{equation}
Its eigenvalues depend on $\Delta/\varepsilon$, hence on $B$, and the pure $B^{2/3}$ law is lost. Two limits show what replaces it.

For $\delta^{3/2}\gg 2n+1$ there is a gap. The potential is then $\delta^2+2\delta u^2$ to leading order, with eigenvalues $\delta^2+(2n+1)\sqrt{2\delta}$. Expanding the square root and using $\varepsilon^{3/2}=cB/\sqrt{2m}$,
\begin{equation}
E_n\approx\Delta+\left(n+\tfrac12\right)\varepsilon\sqrt{\frac{2\varepsilon}{\Delta}}
=\Delta+\left(n+\tfrac12\right)\frac{cB}{\sqrt{m\Delta}} .
\end{equation}
These are the levels of a massive carrier with masses $m$ and $\Delta/c^2$, linear in $B$.

For $\delta<0$ and $|\delta|^{3/2}\gg n+1$ there are two wells at $u=\pm\sqrt{|\delta|}$. Near each of them $(u^2+\delta)^2\approx4|\delta|v^2$, where $v$ is the distance from the minimum. The oscillator eigenvalues are $2\sqrt{|\delta|}(2j+1)$ with $j=0,1,\dots$, and the linear term shifts them by $\mp2\sqrt{|\delta|}$. The right well gives $4j\sqrt{|\delta|}$ and the left well $4(j+1)\sqrt{|\delta|}$. Each value with $j\ge1$ thus occurs twice, once per well. Apart from anharmonic corrections of relative order $j|\delta|^{-3/2}$ (about 0.7\% for $j=1$ at $\delta=-9$) and the exponentially smaller tunnelling, the levels are
\begin{equation}
E\approx\pm2\,\varepsilon^{3/4}|\Delta|^{1/4}\sqrt{j},\qquad j=0,1,2,\dots
\end{equation}
They scale as $\sqrt B$, as for two separate Dirac points, and the pair near zero energy is split only by tunnelling between the wells. Equation (\ref{eq:result}) describes the crossover point between these regimes and requires $|\Delta|\ll\varepsilon$.

\section{Worked example}

In practical units $c$ stands for $\hbar$ times the velocity, $1/2m$ for $\hbar^2/2m$, and $B$ for $eB/\hbar$. Take $t=1.0$~eV, $a_x=3.3$~\AA{} and $a_y=4.4$~\AA. Then
\begin{align}
c&=1.0\times4.4=4.40\ \text{eV\,\AA},\\
\frac{\hbar^2}{2m}&=\frac{1.0\times3.3^2}{4}=2.7225\ \text{eV\,\AA}^2 .
\end{align}
These correspond to a velocity of $6.7\times10^5$~m/s and a mass of 1.4 electron masses. At 10~T, $eB/\hbar=1.5193\times10^{-4}$~\AA$^{-2}$, and
\begin{equation}
\varepsilon=\left[4.40^2\,(1.5193\times10^{-4})^2\,2.7225\right]^{1/3}\text{eV}=0.010675\ \text{eV},
\end{equation}
or 10.7~meV. The length $\ell=c/\varepsilon=412$~\AA{} (41.2~nm) sets the extent of the lowest orbit along $y$. Along $x$ the corresponding scale is $\hbar/(eB\ell)=16$~\AA, only about five lattice constants. The continuum model is nevertheless accurate here because $\varepsilon\ll t$, as the lattice test below shows. The lowest positive level is $0.010675\times0.7498=0.00800$~eV and the next is 0.02056~eV, a spacing of 0.01256~eV. The gap between the lowest levels of opposite sign is 0.0160~eV. For another field, multiply these energies by $(B/10\,\text{T})^{2/3}$.

\subsection{Test in the other gauge}

With $\mathbf A=(0,Bx)$ and $k_y=0$, the Hamiltonian is $(p_x^2/2m)\sigma_x+cBx\,\sigma_y$, in which no quartic potential appears. It was diagonalized as a two-component matrix on one fixed grid from $-500$ to 500~\AA{} with a 4~\AA{} step. The lowest level is 0.005042, 0.008004 and 0.012705~eV at 5, 10 and 20~T. The first six levels of each sign agree with (\ref{eq:result}) to a relative $10^{-7}$, and no state lies closer to zero energy than the predicted lowest pair.

\subsection{Test on the lattice}

At fixed $k_x$ the full lattice in a field is a chain. Its bonds alternate between $t'$ and $2t\cos(a_xeBy/2\hbar)$, with $y$ the midpoint of the bond measured from the orbit centre. The cosine is the sum of the two bonds $t$ with opposite field-induced phases. At 10~T the first six lattice levels lie below the continuum values by 0.09\% to 0.34\%. At 2.5~T the deficit is 0.03\% to 0.13\%. The largest deviations have the ratio 2.53, close to $4^{2/3}=2.52$, as expected for corrections of relative order $\varepsilon/t$.

The sign follows from the lattice band. With $\theta=q_xa_x/2$ and $\phi=q_ya_y/2$,
\begin{equation}
|f|^2=4t^2\left[(1-\cos\theta)^2+2\cos\theta\,(1-\cos\phi)\right].
\end{equation}
Since $1-\cos\theta\le\theta^2/2$, $1-\cos\phi\le\phi^2/2$ and $\cos\theta\le1$, this does not exceed the continuum value $4t^2(\theta^4/4+\phi^2)$. The lattice orbit at a given energy encloses more area, so in the semiclassical picture a given $n$ is reached at lower energy. The change of area also accounts for the size of the deficit from $n=1$ upward, but for only about two thirds of it at $n=0$, where the semiclassical picture is poor.

\section{Comparison with a real material}

The parameters are round values chosen to resemble, in order of magnitude, black phosphorus whose gap has been closed by surface doping. Near the crossing its bands are roughly linear along the armchair axis, with a velocity of several $10^5$~m/s, and roughly quadratic along the zigzag axis, with a mass of the order of the free-electron mass. The one-layer two-band lattice illustrates this kind of crossing. It is not a computation of the doped crystal, and its energies are not predictions for a given sample. The effect of relaxing two of its assumptions was computed:
\begin{itemize}
\item \textbf{Exact merging.} A doping field that varies in space detunes the gap locally. At 10~T, $\Delta=+0.002$~eV raises the lowest level by 0.00146~eV (18\%), and $\Delta=-0.002$~eV lowers it by 0.00137~eV (17\%).
\item \textbf{Equal electron and hole masses.} Adding $\alpha\Pi_x^2/2m$ times the unit matrix changes the masses to $m/(1+\alpha)$ and $m/(1-\alpha)$. For $\alpha=0.2$ the lowest levels become 0.00912 and $-0.00684$~eV, which is 14\% larger and 15\% smaller in magnitude than at $\alpha=0$. The added term scales as $\varepsilon\alpha u^2$, so the $B^{2/3}$ law survives with new prefactors.
\end{itemize}

The Zeeman splitting for $g=2$ is 0.00116~eV at 10~T. It moves each spin component of the lowest level by 7\%, and its weight relative to $\varepsilon$ grows as $B^{1/3}$. An assumed lifetime of 0.5~ps gives a width $\hbar/\tau=0.0013$~eV, about a tenth of the first spacing. The thermal energy is 0.0003~eV at 4~K. At 77~K it is 0.0066~eV, about half the spacing, so thermal smearing of the occupations is then strong.

Surface donors also add electrons, which can fill the levels near the crossing and move the Fermi energy to large $n$. At 10~T each level holds $4.8\times10^{11}$ electrons per cm$^2$, counting both spins. An assumed density of $5\times10^{13}$~cm$^{-2}$ in one layer would fill about 100 levels, and by (\ref{eq:sc}) the spacing there is only about 2~meV, close to the assumed broadening. The comparisons with the first spacing above therefore apply only if the Fermi energy is near the crossing. At large $n$ the linear term matters little, while the lattice corrections grow. Screening, interactions and the depth profile of the doping field are not included, and their effect on these numbers is not estimated here. The remaining levels and field values are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 1.0 eV; ax = 3.3, ay = 4.4 angstrom
c = t*ay = 4.40 eV angstrom = 6.685e+05 m/s
hbar^2/2m = 2.7225 eV angstrom^2; m = 1.399 m_e
field B = 10 T; eB/hbar = 1.5193e-04 angstrom^-2
energy scale eps = 0.010675 eV = 10.675 meV
length l = c/eps = 412.2 angstrom = 41.22 nm
integral I = 0.874019; pi/(2I) = 1.797210
n, e_n, sqrt(e_n), pure-quartic root, semiclassical root (no unit)
0 0.562136 0.749757 1.029739 0.931206
1 3.709175 1.925922 1.949275 1.936987
2 7.372839 2.715297 2.730512 2.722864
3 11.578549 3.402727 3.412440 3.407569
4 16.205524 4.025609 4.032595 4.029096
5 21.189004 4.603151 4.608511 4.605828
semiclassical error, n=0,1,8: 24.20, 0.575, 0.0244 %
n, direct E (eV) at 5, 10, 20 T, exponent of B from 5 to 20 T
0 0.005042 0.008004 0.012705 0.6666667
1 0.012952 0.020560 0.032637 0.6666667
2 0.018260 0.028987 0.046013 0.6666667
3 0.022883 0.036325 0.057663 0.6666667
4 0.027072 0.042975 0.068218 0.6666667
5 0.030956 0.049140 0.078005 0.6666667
n, lattice E at 10 T (eV), deviation at 10 T and 2.5 T (%), exponent
0 0.007997 -0.0854 -0.0338 0.66629
1 0.020532 -0.1348 -0.0534 0.66608
2 0.028929 -0.1981 -0.0784 0.66580
3 0.036235 -0.2493 -0.0986 0.66558
4 0.042848 -0.2957 -0.1169 0.66537
5 0.048974 -0.3386 -0.1338 0.66519
ratio of largest deviations = 2.530; 4^(2/3) = 2.520
spacing E1-E0 at 10 T = 0.012556 eV
detuning +0.002 eV shifts E0 by +0.001461 eV
detuning -0.002 eV shifts E0 by -0.001371 eV
asymmetry alpha = 0.2: lowest electron level 0.009119 eV
  lowest hole level -0.006841 eV; exponents 0.666667, 0.666667
Zeeman splitting (g = 2) at 10 T = 0.001158 eV
thermal energy kT: 4 K 0.000345 eV; 77 K 0.006635 eV
broadening hbar/tau, tau = 0.5 ps: 0.001316 eV
\end{verbatim}
